# Drude-Lorentz bath correlations and the Markovian correction for omitted Matsubara terms: verification in Python

```python
"""Drude-Lorentz bath: residue expansion and Markovian correction of its tail.

Result under test (hbar = 1, t > 0), J(w) = 2 lam gam w/(w^2 + gam^2):
  C(t) = c_0 exp(-gam t) + sum_k c_k exp(-nu_k t),   nu_k = 2 pi k kT,
  c_0 = lam gam (cot(gam/(2 kT)) - i),  c_k = 4 lam gam kT nu_k/(nu_k^2 - gam^2).
Terms k > K are replaced by -Delta_K [V,[V,rho]] with
  Delta_K = 2 lam kT/gam - lam cot(gam/(2 kT)) - sum_{k<=K} c_k/nu_k.
lam: reorganization energy, gam: bath cutoff, kT: thermal energy, V: coupling
operator (dimensionless). Energies in eV, internal times in hbar/eV.
S_K = sum_{k>K} c_k/nu_k^2 is the dephasing offset left by the correction.
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.sparse.linalg import expm_multiply

HBAR_EV_FS = constants.hbar / constants.e * 1e15
lam, gam, kT = 0.02, 0.02, 0.01
bias, tunnel = 0.02, 0.02
sz = np.diag([1.0, -1.0])
sx = np.array([[0.0, 1.0], [1.0, 0.0]])
V = sz / 2
H = bias / 2 * sz + tunnel / 2 * sx


def matsubara(lam, gam, kT, k):
    nu = 2 * np.pi * kT * np.asarray(k, dtype=float)
    return 4 * lam * gam * kT * nu / (nu**2 - gam**2), nu


def drude_weight(lam, gam, kT):
    return lam * gam * (1 / np.tan(gam / (2 * kT)) - 1j)


def delta(lam, gam, kT, K):
    c, nu = matsubara(lam, gam, kT, np.arange(1, K + 1))
    return (2 * lam * kT / gam - lam / np.tan(gam / (2 * kT))
            - np.sum(c / nu))


def corr_quadrature(lam, gam, kT, t):
    """C(t) from its defining frequency integral, with x = w/gam."""
    def even(x):
        if x == 0:
            return 2 * kT / gam
        return x / (x**2 + 1) / np.tanh(gam * x / (2 * kT))
    opts = dict(wvar=gam * t, limit=300, limlst=300)
    re = quad(even, 0, np.inf, weight='cos', **opts)[0]
    im = quad(lambda x: x / (x**2 + 1), 0, np.inf, weight='sin', **opts)[0]
    return 2 * lam * gam / np.pi * (re - 1j * im)


def dephasing_quadrature(t):
    """Re g(t) = (1/pi) int J coth (1-cos wt)/w^2 dw, composite Gauss rule."""
    top, panels = 5.0, 6000
    x, wt = np.polynomial.legendre.leggauss(8)
    h = top / panels
    w = (h * (np.arange(panels)[:, None] + (x + 1) / 2)).ravel()
    weights = np.tile(wt * h / 2, panels)
    J = 2 * lam * gam * w / (w**2 + gam**2)
    f = J / np.tanh(w / (2 * kT)) * 2 * np.sin(w * t / 2)**2 / w**2
    return np.sum(weights * f) / np.pi + lam * gam / (np.pi * top**2)


def hierarchy(H, lam, K, depth, corrected):
    """Sparse generator of the hierarchical equations of motion."""
    c, nu = matsubara(lam, gam, kT, np.arange(1, K + 1))
    c = np.concatenate([[drude_weight(lam, gam, kT)], c])
    nu = np.concatenate([[gam], nu])
    labels = [n for n in itertools.product(range(depth + 1), repeat=K + 1)
              if sum(n) <= depth]
    index = {n: i for i, n in enumerate(labels)}
    size = len(labels)
    one = np.eye(2)
    VL, VR = np.kron(V, one), np.kron(one, V.T)
    Vx = VL - VR
    local = -1j * (np.kron(H, one) - np.kron(one, H.T))
    if corrected:
        local = local - delta(lam, gam, kT, K) * Vx @ Vx
    A = sparse.kron(sparse.identity(size), local)
    A = A - sparse.kron(sparse.diags(np.array(labels) @ nu), np.eye(4))
    for k in range(K + 1):
        rows, cols, vals = [], [], []
        for n, i in index.items():
            up = n[:k] + (n[k] + 1,) + n[k + 1:]
            if up in index:
                rows.append(i)
                cols.append(index[up])
                vals.append(np.sqrt(n[k] + 1.0))
        U = sparse.csr_matrix((vals, (rows, cols)), shape=(size, size))
        a = np.sqrt(abs(c[k]))
        A = A + sparse.kron(U * a, -1j * Vx)
        A = A + sparse.kron(U.T / a, -1j * (c[k] * VL - np.conj(c[k]) * VR))
    return A.tocsr(), index[(0,) * (K + 1)]


def propagate(H, rho0, K, depth, corrected, t_end, num):
    A, root = hierarchy(H, lam, K, depth, corrected)
    v = np.zeros(A.shape[0], dtype=complex)
    v[4 * root:4 * root + 4] = rho0.ravel()
    out = expm_multiply(A, v, start=0, stop=t_end, num=num, endpoint=True)
    return out[:, 4 * root:4 * root + 4].reshape(-1, 2, 2)


def distance(a, b):
    """Largest trace distance along two trajectories."""
    return max(0.5 * np.abs(np.linalg.eigvalsh(x - y)).sum()
               for x, y in zip(a, b))


print(f"lambda = {lam} eV, gamma = {gam} eV, kT = {kT} eV")
print(f"bias = {bias} eV, tunnelling = {tunnel} eV")
print(f"beta*gamma = {gam/kT:.4f}")
c0 = drude_weight(lam, gam, kT)
print(f"c_0 = {c0.real:.6e} + i({c0.imag:.6e}) eV^2")

# Expansion against the defining integral
many = np.arange(1, 20001)
c_all, nu_all = matsubara(lam, gam, kT, many)
for tau in (0.3, 1.0, 3.0):
    t = tau / gam
    series = c0 * np.exp(-tau) + np.sum(c_all * np.exp(-nu_all * t))
    direct = corr_quadrature(lam, gam, kT, t)
    assert abs(series - direct) < 1e-6 * lam * gam
    print(f"C at gamma*t={tau}: series {series.real:.6e} {series.imag:+.6e}i,"
          f" integral {direct.real:.6e} {direct.imag:+.6e}i eV^2")

# Merged poles: gam equal to the first Matsubara frequency
g1 = 2 * np.pi * kT
c_rest, nu_rest = matsubara(lam, g1, kT, many[1:])
worst = 0.0
for tau in (0.3, 1.0, 3.0):
    merged = (lam * kT * (1 - 2 * tau) - 1j * lam * g1) * np.exp(-tau)
    merged += np.sum(c_rest * np.exp(-nu_rest * tau / g1))
    worst = max(worst, abs(merged - corr_quadrature(lam, g1, kT, tau / g1)))
assert worst < 1e-6 * lam * g1
print(f"merged poles, gamma = {g1:.6f} eV: largest error {worst:.1e} eV^2")

# Closed form of the correction against the explicit sum of omitted terms
k_long = np.arange(1, 1000001)
c_long, nu_long = matsubara(lam, gam, kT, k_long)
far_tail = 4 * lam * gam * kT / (2 * np.pi * kT)**2 / (k_long[-1] + 0.5)
offsets = []
for K in range(4):
    explicit = np.sum(c_long[K:] / nu_long[K:]) + far_tail
    D = delta(lam, gam, kT, K)
    assert abs(explicit - D) < 1e-9 * lam
    offsets.append(np.sum(c_long[K:] / nu_long[K:]**2))
    print(f"K={K}: Delta_K = {D:.6f} eV, S_K = {offsets[K]:.6f};"
          f" next nu = {nu_long[K]:.6f} eV, c = {c_long[K]:.6e} eV^2")
print(f"Delta_0/hbar = {delta(lam, gam, kT, 0)/HBAR_EV_FS:.6f} 1/fs")

# Zero-frequency noise from the slope of the dephasing function
slope = (dephasing_quadrature(1200.0) - dephasing_quadrature(1000.0)) / 200
assert abs(slope - 2 * lam * kT / gam) < 1e-5 * lam
print(f"integral of Re C: slope {slope:.7f}, formula {2*lam*kT/gam:.7f} eV")

# Pure dephasing: hierarchy with correction against the exact integral
t_deph = 100 / HBAR_EV_FS
plus = np.full((2, 2), 0.5)
rho = propagate(bias / 2 * sz, plus, 1, 12, True, t_deph, 2)[-1]
coh_heom = 2 * abs(rho[0, 1])
coh_exact = np.exp(-dephasing_quadrature(t_deph))
log_ratio = np.log(coh_exact / coh_heom)
assert abs(log_ratio - offsets[1]) < 1e-5
print(f"relative coherence at 100 fs: integral {coh_exact:.6f},"
      f" hierarchy K=1 {coh_heom:.6f}")
print(f"log of their ratio {log_ratio:.6f}, predicted S_1 {offsets[1]:.6f}")

# Tunnelling system: effect of the correction at each truncation
t_end, num, depth = 300 / HBAR_EV_FS, 31, 9
start = np.diag([1.0, 0.0])
reference = propagate(H, start, 4, depth, True, t_end, num)
runs, err = {}, {}
for K in range(4):
    for corrected in (True, False):
        r = propagate(H, start, K, depth, corrected, t_end, num)
        runs[K, corrected] = r
        err[K, corrected] = distance(r, reference)
    assert err[K, True] < err[K, False]
    print(f"K={K}: largest trace distance to reference:"
          f" with {err[K, True]:.6f}, without {err[K, False]:.6f}")
assert err[3, True] < err[2, True] < err[1, True] < err[0, True]
deeper = propagate(H, start, 1, 12, True, t_end, num)
depth_error = distance(deeper, runs[1, True])
assert depth_error < 1e-4
print(f"depth 9 against 12 at K=1: trace distance {depth_error:.1e}")
for i in (5, 10, 20, 30):
    p = [r[i, 0, 0].real for r in
         (reference, runs[0, True], runs[0, False])]
    print(f"population at {10*i} fs: reference {p[0]:.5f},"
          f" K=0 with {p[1]:.5f}, K=0 without {p[2]:.5f}")
for corrected, word in ((True, "with"), (False, "without")):
    low = min(np.linalg.eigvalsh(r)[0] for r in runs[0, corrected])
    print(f"lowest eigenvalue of rho, K=0 {word} correction: {low:.5f}")

# Weak-coupling steady state against Gibbs and the noise-ratio prediction
weak = 1e-5
levels, states = np.linalg.eigh(H)
split = levels[1] - levels[0]
gibbs = 1 / (1 + np.exp(split / kT))
print(f"level splitting {split:.6f} eV, weak lambda = {weak} eV")
print(f"Gibbs upper-level population {gibbs:.5f}")
steady = {}
for K, corrected in ((8, True), (0, True), (0, False)):
    A, root = hierarchy(H, weak, K, 2, corrected)
    M = A.toarray()
    M[4 * root] = 0
    M[4 * root, [4 * root, 4 * root + 3]] = 1
    rhs = np.zeros(len(M), dtype=complex)
    rhs[4 * root] = 1
    rho = np.linalg.solve(M, rhs)[4 * root:4 * root + 4].reshape(2, 2)
    upper = (states[:, 1] @ rho @ states[:, 1]).real
    c, nu = matsubara(weak, gam, kT, np.arange(1, K + 1))
    noise = (drude_weight(weak, gam, kT).real * gam / (gam**2 + split**2)
             + np.sum(c * nu / (nu**2 + split**2)))
    if corrected:
        noise += delta(weak, gam, kT, K)
    half_J = weak * gam * split / (gam**2 + split**2)
    predicted = (1 - half_J / noise) / 2
    assert abs(upper - predicted) < 5e-3
    steady[K, corrected] = upper
    print(f"steady upper population, K={K},"
          f" {'with' if corrected else 'without'} correction:"
          f" hierarchy {upper:.5f}, noise ratio {predicted:.5f}")
assert abs(steady[8, True] - gibbs) < 2e-3
assert steady[0, False] < 0 < gibbs < steady[0, True]

print("OK")
```

It prints:

```
lambda = 0.02 eV, gamma = 0.02 eV, kT = 0.01 eV
bias = 0.02 eV, tunnelling = 0.02 eV
beta*gamma = 2.0000
c_0 = 2.568370e-04 + i(-4.000000e-04) eV^2
C at gamma*t=0.3: series 3.277583e-04 -2.963273e-04i, integral 3.277583e-04 -2.963273e-04i eV^2
C at gamma*t=1.0: series 1.069812e-04 -1.471518e-04i, integral 1.069812e-04 -1.471518e-04i eV^2
C at gamma*t=3.0: series 1.281003e-05 -1.991483e-05i, integral 1.281003e-05 -1.991483e-05i eV^2
merged poles, gamma = 0.062832 eV: largest error 4.8e-14 eV^2
K=0: Delta_K = 0.007158 eV, S_K = 0.085056; next nu = 0.062832 eV, c = 2.833581e-04 eV^2
K=1: Delta_K = 0.002648 eV, S_K = 0.013280; next nu = 0.125664 eV, c = 1.306329e-04 eV^2
K=2: Delta_K = 0.001609 eV, S_K = 0.005008; next nu = 0.188496 eV, c = 8.584912e-05 eV^2
K=3: Delta_K = 0.001153 eV, S_K = 0.002592; next nu = 0.251327 eV, c = 6.406769e-05 eV^2
Delta_0/hbar = 0.010875 1/fs
integral of Re C: slope 0.0200000, formula 0.0200000 eV
relative coherence at 100 fs: integral 0.096121, hierarchy K=1 0.094853
log of their ratio 0.013280, predicted S_1 0.013280
K=0: largest trace distance to reference: with 0.027458, without 0.161818
K=1: largest trace distance to reference: with 0.003654, without 0.060196
K=2: largest trace distance to reference: with 0.001064, without 0.036349
K=3: largest trace distance to reference: with 0.000320, without 0.025987
depth 9 against 12 at K=1: trace distance 3.4e-09
population at 50 fs: reference 0.64782, K=0 with 0.66311, K=0 without 0.61532
population at 100 fs: reference 0.42001, K=0 with 0.43141, K=0 without 0.38714
population at 200 fs: reference 0.28683, K=0 with 0.29742, K=0 without 0.21619
population at 300 fs: reference 0.21709, K=0 with 0.22977, K=0 without 0.09900
lowest eigenvalue of rho, K=0 with correction: 0.00000
lowest eigenvalue of rho, K=0 without correction: -0.02297
level splitting 0.028284 eV, weak lambda = 1e-05 eV
Gibbs upper-level population 0.05581
steady upper population, K=8, with correction: hierarchy 0.05584, noise ratio 0.05583
steady upper population, K=0, with correction: hierarchy 0.08790, noise ratio 0.08789
steady upper population, K=0, without correction: hierarchy -0.60083, noise ratio -0.60125
OK
```
